# Talbot self-image of a grating lit by a nearby point source

## Problem

A mask carries a grating of period $d$. Under a plane wave of wavelength $\lambda=365$ nm at normal incidence, its first unshifted self-image lies 1.000 mm behind the mask, where a resist-coated wafer is placed. The plane wave is now replaced by a point source 10.000 mm in front of the mask, on the normal through the centre of the pattern.

(a) Where does this self-image go, and by what factor is it magnified?

(b) What are the printed period and the intensity in the image?

(c) What happens if the wafer is left at 1.000 mm?

(d) How far do steep rays move the answer?

The grating is thin and has both diffraction order 0 and order 1, the self-image meant is that of the field, the space between mask and wafer is air, and the source, mask and wafer planes are parallel. Use the paraxial approximation for (a) to (c).

## Hints

1. Let $x$ run across the lines, $y$ along them and $z$ away from the mask, which lies at $z=0$. Write the mask transmission as a Fourier series and follow one diffraction order at a time.

2. Near the axis, a spherical wave differs from a plane wave by a phase quadratic in $x$ and $y$. The Fresnel integral contains another quadratic phase. Add the two before integrating.

3. The integral needed is
$$\int_{-\infty}^{\infty}e^{i(au^2/2-bu)}\,du=\sqrt{\frac{2\pi i}{a}}\;e^{-ib^2/(2a)},\qquad a>0 .$$
It follows from completing the square, with a vanishing damping at large $|u|$.

4. Compare the phases of the orders with those under a plane wave. At what plane-wave distance would the same phases occur?

## Solution

### The light at the mask

Take the time factor $e^{-i\omega t}$, so that an outgoing wave varies as $e^{ikr}/r$, with $k=2\pi/\lambda$. The distance from the source to a mask point $(x',y')$ is
$$r=\sqrt{R^2+x'^2+y'^2}\approx R+\frac{x'^2+y'^2}{2R},$$
where $R$ is the source distance. In the amplitude, $r$ may be replaced by $R$. In the phase the quadratic term must stay, because it is multiplied by the large number $k$. With unit intensity at the mask centre and a constant phase dropped, the field just behind the mask is
$$U_0(x',y')=t(x')\,e^{ik(x'^2+y'^2)/(2R)},\qquad t(x')=\sum_n c_n e^{inqx'},\quad q=\frac{2\pi}{d}.$$

### Propagation of one order

The Fresnel integral is
$$U(x,y,z)=\frac{e^{ikz}}{i\lambda z}\iint U_0(x',y')\,e^{ik[(x-x')^2+(y-y')^2]/(2z)}\,dx'\,dy'.$$
It separates into an $x$ factor and a $y$ factor, each with a prefactor $1/\sqrt{i\lambda z}$. For order $n$ the phase in the $x$ integral is
$$\frac{kx'^2}{2R}+nqx'+\frac{k(x-x')^2}{2z}
=\frac{k}{2}\left(\frac1R+\frac1z\right)x'^2-\left(\frac{kx}{z}-nq\right)x'+\frac{kx^2}{2z}.$$
Define
$$\frac1Z=\frac1R+\frac1z,\qquad Z=\frac{Rz}{R+z}=\frac zM,\qquad M=1+\frac zR .$$
Hint 3 applies with $a=k/Z$ and $b=kx/z-nq$. Its square root is $\sqrt{2\pi iZ/k}=\sqrt{i\lambda Z}$. Together with the prefactor this gives $\sqrt{Z/z}=1/\sqrt M$. The phase left after integration is
$$\frac{kx^2}{2z}-\frac{Z}{2k}\left(\frac{kx}{z}-nq\right)^2
=\frac{kx^2}{2z}\left(1-\frac Zz\right)+nqx\frac Zz-\frac{Zn^2q^2}{2k}.$$
Each term can now be simplified.

- Since $Z/z=1/M$ and $M-1=z/R$, the first term is $\dfrac{kx^2}{2z}\dfrac{z/R}{M}=\dfrac{kx^2}{2(R+z)}$.
- The second is $nqx/M$.
- In the third, $q^2/(2k)=(4\pi^2/d^2)(\lambda/4\pi)=\pi\lambda/d^2$.

The $y$ integral is the same with $n=0$. It supplies a second factor $1/\sqrt M$ and the phase $ky^2/[2(R+z)]$. Summing over the orders,
$$U=\frac{e^{ikz}}{M}\,e^{ik(x^2+y^2)/[2(R+z)]}\sum_n c_n\,e^{inqx/M}\,e^{-i\pi\lambda n^2Z/d^2}.$$

The phase in front of the sum is that of a spherical wave that has travelled $R+z$. It is common to all orders and disappears from the intensity, which is what exposes the resist.

### The rule for the image

For $R\to\infty$ we have $M=1$ and $Z=z$, which is the plane-wave case. Comparing the two intensities gives
$$I_{\text{point}}(x,z)=\frac1{M^2}\,I_{\text{plane}}\!\left(\frac xM,\frac zM\right).$$
The point source therefore produces the pattern that a plane wave would give at the shorter distance $z/M$, stretched by $M$.

Under a plane wave, order $n$ accumulates less phase than order 0. The shortfall, called its lag below, is
$$\frac{\pi\lambda n^2Z}{d^2}=2\pi n^2\frac{Z}{z_T},\qquad z_T=\frac{2d^2}{\lambda}.$$
At $Z=z_T$ every lag is a multiple of $2\pi$, and the sum becomes $t(x/M)$. If orders 0 and 1 are both present, no smaller positive $Z$ restores the field pattern without a shift, because order 1 has not yet completed a full turn. Without this condition the pattern can return earlier: a grating with odd orders only repeats at $z_T/8$, since $n^2-1$ is a multiple of 8 for odd $n$, and the same 1.000 mm would then imply a different period.

At $Z=z_T/2$ the lags are $\pi n^2$. Since $n^2$ and $n$ are both even or both odd, the factor is $(-1)^n$, which shifts the pattern by half a period. That is the shifted image, a different plane from the one asked for.

### (a) Position and magnification

Set $z/M=z_T$:
$$z=z_T\left(1+\frac zR\right)\;\Rightarrow\; z\,\frac{R-z_T}{R}=z_T\;\Rightarrow\; z=\frac{Rz_T}{R-z_T}.$$
The magnification follows:
$$M=1+\frac{z_T}{R-z_T}=\frac{R}{R-z_T}.$$
With $R=10$ mm and $z_T=1$ mm,
$$z=\frac{10\times1}{9}\text{ mm}=1.111\text{ mm},\qquad M=\frac{10}{9}=1.111 .$$
The image has moved 111 µm away from the mask. The figures 1.111 agree because $z=Mz_T$ and $z_T$ is one millimetre.

The shift can be understood locally. As the light spreads, the period at distance $z'$ is $d(1+z'/R)$. Order $n$ then gains lag at the rate $\pi\lambda n^2/[d^2(1+z'/R)^2]$, which falls with distance. Since
$$\int_0^z\frac{dz'}{(1+z'/R)^2}=\frac{z}{1+z/R}=Z,$$
the accumulated lag is the one found above. The orders come back into step later because their relative phase grows more slowly in a diverging beam.

Two limits show the range of the formula. A distant source gives $z\to z_T$ and $M\to1$. As $R$ falls towards $z_T$, the image recedes to infinity. For $R\le z_T$ the reduced distance $Z$, which is smaller than $R$ at every finite $z$, never reaches $z_T$, and this self-image does not form.

### (b) Printed period and intensity

The mask period follows from $z_T=2d^2/\lambda$:
$$d=\sqrt{\frac{\lambda z_T}{2}}=\sqrt{\frac{0.365\times1000}{2}}\ \mu\text{m}=13.51\ \mu\text{m}.$$
The printed period is $Md=15.01$ µm. The image intensity is
$$I(x)=\frac{|t(x/M)|^2}{M^2},\qquad \frac1{M^2}=0.81 .$$
The light spreads by $M$ in both $x$ and $y$, hence the square. For the same intensity at the mask centre and the same dose, the exposure must last $1/0.81=1.23$ times as long as with the plane wave.

### (c) Wafer left at 1.000 mm

Here $M=1.1$ and $Z=1/1.1=0.909$ mm. Order 1 is short of a full turn by $0.0909\times360^\circ=33^\circ$. The lag grows as $n^2$, so order 2 is short of its four turns by $131^\circ$. A pattern that depends on order 2 is badly altered.

To put a number on this, take the asymmetric mask
$$t(x)=0.5+0.25\cos qx+0.2\sin 2qx .$$
I summed the diffraction integral numerically over a stretch of grating 1 mm wide with smoothly fading ends. True path lengths were kept across the lines, and the integral along the lines was done by stationary phase. In each plane the intensity over the central 80 µm was fitted by $|t(x/s)|^2$ times a constant, with the scale $s$ free between 0.95 and 1.25. The mismatch is the rms difference divided by the rms variation of the intensity about its mean.

Among planes between 0.9 and 1.2 mm, the smallest mismatch, 0.06 %, occurs at $z=1.1104$ mm with $s=1.111$ and brightness 0.810. At 1.000 mm the mismatch is 112 %. It can exceed 100 % because the fit has no free constant background, so a poor fit can be worse than a uniform level. The exact figure depends on the fit, and the fitted scale there is no longer the true magnification 1.1. With a free background the mismatch is about 90 %, with $s$ fixed at 1.1 about 121 %, and with $s=1.1$ and a free sideways shift about 86 %.

### (d) Steep rays

The best plane found numerically is 0.7 µm nearer the mask than the paraxial one. The minimum is very flat: in the paraxial plane the mismatch is only about 0.001 percentage points higher, so the search fixes the plane only loosely. The next term in the path length predicts a shift of this size.

The phase in the $x$ integral is stationary at $x'=b/a=x/M-n\lambda Z/d$. Light of order $n$ reaching the axis thus comes from a mask point at distance $gZ$ from the axis, where $g=|n|\lambda/d$. For order 2 at the image this distance is 54 µm, so the grating must extend well beyond that for the orders to overlap.

The quartic term in the path through this point is
$$-\frac{(gZ)^4}{8}\left(\frac1{R^3}+\frac1{z^3}\right).$$
The paraxial lag corresponds to a path $-g^2Z/2$. To leading order, the quartic term therefore acts as an increase of $Z$ by $\tfrac14g^2Z^4(1/R^3+1/z^3)$. The image plane must move back to compensate. Since
$$\frac{dZ}{dz}=\frac{R^2}{(R+z)^2}=\frac1{M^2},$$
the plane in which order $n$ is in step with order 0 moves by
$$\delta z=-\frac{M^2g^2Z^4}{4}\left(\frac1{R^3}+\frac1{z^3}\right).$$

For order 5, $g=0.135$ and $\delta z=-4.1$ µm. The shift grows as $n^2$, so order 2 moves by $4/25$ of this, or $-0.7$ µm, which is of the same size as the shift of the numerical best plane.

The phase error in a fixed plane grows as $n^4$. In the paraxial image plane it is
$$2\pi\times25\times\frac{4.1}{1.235\times1000}=0.52\text{ rad}$$
for order 5. By the same leading-order law it passes $\pi$ at order 8. It already exceeds 1 rad at order 6. The period is reproduced, and so is a pattern built from the lowest few orders, but sharp edges and narrow lines are distorted.

## Variation 1: the source is moved sideways or has a finite width

**Question.** The source moves by $s=10$ µm in the $x$ direction. Where does the image go? What does a source 10 µm wide do?

**Solution.** The phase at the mask becomes
$$\frac{k(x'-s)^2}{2R}=\frac{kx'^2}{2R}-\frac{ksx'}{R}+\frac{ks^2}{2R}.$$
The last term is constant. The middle one changes $b$ to
$$b=\frac{kx}{z}+\frac{ks}{R}-nq=\frac kz\left(x+\frac{sz}{R}\right)-nq .$$
In the intensity, $x$ is therefore replaced by $x+sz/R$, and the image moves by
$$-\frac{sz}{R}=-\frac{10\times1.111}{10}\ \mu\text{m}=-1.11\ \mu\text{m}.$$
The sign is that of a straight line from the source through a fixed mask point. The image distance does not change in the paraxial approximation.

If the points of a wide source radiate independently, their intensities add. A uniform source 10 µm wide averages the image over a strip 1.11 µm wide, which is a fraction $f=1.11/15.01=0.074$ of the printed period. Averaging multiplies the $p$-th harmonic of the intensity by $\sin(\pi pf)/(\pi pf)$. The fundamental loses about 1 % of its amplitude and the fourth harmonic about 14 %.

## Variation 2: the lamp has a finite bandwidth

**Question.** The source emits a band 5 nm wide centred on 365 nm. How far does the image plane move at the long-wavelength edge?

**Solution.** The mask is fixed, so $z_T=2d^2/\lambda$ falls as $\lambda$ rises. At 367.5 nm,
$$z_T=1.000\times\frac{365}{367.5}\text{ mm}=0.9932\text{ mm},\qquad
z=\frac{10\times0.9932}{10-0.9932}\text{ mm}=1.1027\text{ mm}.$$
The plane moves 8.4 µm towards the mask. The magnification in a fixed wafer plane does not change, because $M=1+z/R$ contains no wavelength.

The effect on the pattern follows from the defocus phase. A displacement $\delta z$ changes the lag of order $n$ by $2\pi n^2\delta z/(M^2z_T)$. For order 2 and 10 µm this is 0.20 rad, so the band edge gives about 0.17 rad. Orders 0 to 2 tolerate this well. The phase grows as $n^2$ and reaches about 1.1 rad for order 5, so the lamp band also limits fine detail.

## The numbers beside a real exposure

The wavelength is that of the mercury i-line. The 10 µm source and the 5 nm band are rough assumed values. A mercury arc is far wider than 10 µm, so such a source needs a pinhole. In this geometry a source of width $Md\,R/z=135$ µm averages over a full printed period and removes the pattern altogether. The source is deliberately placed close to the mask, so that the shift is large.

A real pattern also extends away from the axis. For a mask point displaced across the lines and seen from the source at angle $\theta$ to the normal, the second derivative of the path $\sqrt{R^2+x'^2}$ is $\cos^3\theta/R$ instead of $1/R$. The path behind the mask changes in the same way. The condition becomes $Z=z_T\cos^3\theta$; cubic path terms have opposite signs for orders $+n$ and $-n$ and cancel in their average phase, which sets the plane. They do not cancel in the pattern itself, where they grow as $n^3$ and distort fine detail. At 1.0 mm from the axis they amount to about $0.014\,n^3$ rad, or 1.7 rad for order 5.

At 1.0 mm from the axis, $\tan\theta=0.1$ and $\cos^3\theta=0.985$, which brings the image plane 18 µm closer to the mask. Of the corrections to the paraxial, single-wavelength image plane estimated here, this is the largest for orders up to 10; the steep-ray shift, growing as $n^2$, passes it at order 11. It is still small beside the 111 µm caused by replacing the plane wave, but a flat wafer cannot be in the best plane over the whole of such a field. For the mask of part (c), with a sideways shift also fitted, the mismatch at this point is about 3 % in the best plane and about 6 % in the paraxial plane.

Numerical values quoted here were computed with a short program.
